# How Large Are In 5s and Zn 4s Overlaps at 0.33 nm?

**Question.** Two neighbouring indium atoms in an oxide semiconductor sit 0.33 nm apart. How large is the overlap of their 5s orbitals if these are described by Slater-type functions, how does it scale with distance and orbital size, and is it larger than the overlap of two zinc 4s orbitals at the same distance?

**Answer.** With Slater's screening rules for neutral atoms the overlap is 0.34 for indium and 0.34 for zinc. The computed values differ by 0.7 %, with zinc slightly ahead, and the model cannot resolve so small a difference. In this model, both overlaps near 0.33 nm fall by about 6 % for each additional 0.01 nm. Hartree–Fock orbitals of the free atoms give smaller overlaps, 0.18 for indium and 0.23 for zinc. The estimate is therefore good for the order of magnitude, and neither calculation supports the expectation that a 5s orbital must overlap more than a 4s orbital because its shell number is higher.

## The orbitals

A Slater-type s orbital is a nodeless function centred on its nucleus,

$$
\phi(r)=\frac{N}{\sqrt{4\pi}}\,r^{\,n-1}e^{-\zeta r},\qquad \zeta=\frac{Z_{\rm eff}}{n}.
$$

Lengths in the formulas are in bohr. The number $n$ is Slater's effective quantum number, which is 4 for the fifth shell and 3.7 for the fourth. The true orbitals have radial nodes near the nucleus. The model drops them and aims at the outer part, which matters most for the overlap with a neighbour.

The effective charge is $Z_{\rm eff}=Z-\sigma$. For an outer s electron, every other electron in the same s,p group adds 0.35 to the screening $\sigma$, every electron in the next inner shell adds 0.85, and every deeper electron adds 1.

Indium has $Z=49$ and the outer configuration $5s^2 5p^1$. A 5s electron has two companions in its group, 18 electrons in the fourth shell and 28 deeper ones:

$$
\sigma_{\rm In}=2(0.35)+18(0.85)+28=44.00,\qquad \zeta_{\rm In}=\frac{49-44.00}{4}=1.2500 .
$$

Zinc has $Z=30$ and the outer configuration $4s^2$, with one companion, 18 electrons in the third shell and 10 deeper ones:

$$
\sigma_{\rm Zn}=0.35+18(0.85)+10=25.65,\qquad \zeta_{\rm Zn}=\frac{30-25.65}{3.7}=1.1757 .
$$

Normalisation requires $N^2\int_0^\infty r^{2n}e^{-2\zeta r}dr=1$. The integral is $\Gamma(2n+1)/(2\zeta)^{2n+1}$, so

$$
N^2=\frac{(2\zeta)^{2n+1}}{\Gamma(2n+1)} .
$$

The radial density $r^{2n}e^{-2\zeta r}$ peaks where the derivative of its logarithm, $2n/r-2\zeta$, vanishes. Hence

$$
r_{\rm peak}=\frac{n}{\zeta}=\frac{n^2}{Z_{\rm eff}} .
$$

This gives 3.20 bohr for indium and 3.15 bohr for zinc. The higher shell number enlarges the indium orbital, but its larger effective charge shrinks it again. The two model orbitals have almost the same size.

## The overlap integral

Let $r_a$ and $r_b$ be the distances of a point from the two nuclei, which are $R$ apart. The overlap is $S=\int\phi(r_a)\phi(r_b)\,d^3r$. Since the integrand contains only $r_a$ and $r_b$, suitable coordinates are

$$
\mu=\frac{r_a+r_b}{R}\ge 1,\qquad \nu=\frac{r_a-r_b}{R},\quad -1\le\nu\le1,
$$

together with the angle $\varphi$ about the axis through the nuclei.

The volume element follows from cylindrical coordinates with the origin midway between the nuclei:

$$
z=\frac{R}{2}\mu\nu,\qquad \rho^2=\frac{R^2}{4}(\mu^2-1)(1-\nu^2).
$$

These do reproduce the distances, because $\rho^2+(z\pm R/2)^2=(R^2/4)(\mu\pm\nu)^2$. Now $\rho\,d\rho\,dz=\tfrac12 d(\rho^2)\,dz$, and the Jacobian determinant of $(\rho^2,z)$ with respect to $(\mu,\nu)$ is

$$
\frac{R^3}{8}\left[2\mu^2(1-\nu^2)+2\nu^2(\mu^2-1)\right]=\frac{R^3}{4}(\mu^2-\nu^2).
$$

Half of this gives

$$
d^3r=\left(\frac R2\right)^3(\mu^2-\nu^2)\,d\mu\,d\nu\,d\varphi .
$$

In the integrand, $r_a+r_b=R\mu$ and $r_ar_b=(R/2)^2(\mu^2-\nu^2)$. The product $(r_ar_b)^{n-1}$ supplies $2n-2$ powers of $R/2$ and the volume element three more. The angle gives $2\pi$, which turns the prefactor $1/4\pi$ into $1/2$. With $p=\zeta R$,

$$
S=\frac{p^{2n+1}}{2\,\Gamma(2n+1)}\int_1^\infty d\mu\,e^{-p\mu}\int_{-1}^{1}d\nu\,(\mu^2-\nu^2)^n .
$$

Here $N^2(R/2)^{2n+1}=p^{2n+1}/\Gamma(2n+1)$ was used. The formula also holds for the non-integer $n$ of zinc.

This is the scaling law of the model: **the overlap depends on $n$ and on the product $\zeta R$ alone**. Stretching the distance by some factor has the same effect as shrinking both orbitals by that factor. Direction does not enter, since both orbitals are spherical. In a disordered network, a rotation of the line between two metal atoms leaves $S$ unchanged, while a change of its length does not.

## A finite sum for indium

For integer $n$ the binomial theorem and the integral of $\nu^{2k}$ give

$$
\int_{-1}^{1}(\mu^2-\nu^2)^n d\nu=\sum_{k=0}^{n}(-1)^k\binom nk\frac{2}{2k+1}\,\mu^{2n-2k}.
$$

The remaining integrals are $I_m=\int_1^\infty\mu^m e^{-p\mu}d\mu$. Integration by parts gives $I_m=e^{-p}/p+(m/p)I_{m-1}$, with $I_0=e^{-p}/p$. Repeating the step down to $m=0$ yields

$$
I_m=\frac{m!}{p^{m+1}}e^{-p}E_m(p),\qquad E_m(p)=\sum_{j=0}^{m}\frac{p^j}{j!}.
$$

With $m=2n-2k$, the powers of $p$ combine to $p^{2n+1-(m+1)}=p^{2k}$, and the factor 2 cancels:

$$
S=e^{-p}\sum_{k=0}^{n}(-1)^k\binom nk\frac{1}{2k+1}\frac{(2n-2k)!}{(2n)!}\,p^{2k}E_{2n-2k}(p).
$$

For $n=1$ the sum is $E_2-p^2/6=1+p+p^2/3$, which gives the overlap of two 1s functions, $S=e^{-p}(1+p+p^2/3)$.

The distance 0.33 nm is 6.2361 bohr. For indium, $p=1.2500\times6.2361=7.795$, and the five terms with $n=4$ are

$$
1508.529-1191.285+717.258-249.138+37.568=822.932 .
$$

Multiplication by $e^{-p}=4.1174\times10^{-4}$ gives

$$
S_{\rm In}=0.339 .
$$

The terms alternate in sign and the first two are larger than the sum, so they should not be rounded early.

## Zinc and the comparison

For zinc, $p=1.1757\times6.2361=7.332$. The finite sum does not apply at $n=3.7$, but it can be evaluated at the neighbouring integers with the same $p$. It gives 0.2329 for $n=3$ and 0.3835 for $n=4$. Linear interpolation then yields

$$
S_{\rm Zn}\approx0.2329+0.7(0.3835-0.2329)=0.338 .
$$

Numerical integration of the formula at $n=3.7$ gives 0.3412. The interpolation is thus low by 0.9 %. That is good enough for an estimate of size, but not for ranking the two elements: the interpolated value lies just below indium's 0.3388, the integrated one just above it. With the latter,

$$
\frac{S_{\rm In}}{S_{\rm Zn}}=\frac{0.3388}{0.3412}=0.993 .
$$

The near equality is a cancellation that can be split into two steps. Raising $n$ from 3.7 to 4 at zinc's exponent lifts the overlap from 0.3412 to 0.3835, a gain of 12 %. Raising the exponent from 1.1757 to indium's 1.2500 then lowers it from 0.3835 to 0.3388, a loss of 12 %. The larger $n$ favours indium, and the larger exponent takes the advantage away. These two steps do not separate the shell number from the attraction of the ion core, because the exponent $\zeta=Z_{\rm eff}/n$ contains both.

## How the overlap changes with distance

**Near 0.33 nm.** Between 0.32 and 0.34 nm the indium overlap falls from 0.3613 to 0.3170. The mean logarithmic slope is

$$
\frac{\ln(0.3170/0.3613)}{0.02\ {\rm nm}}\approx-6.5\ {\rm nm}^{-1},
$$

and zinc gives the same value to two digits. An increase of 0.01 nm therefore costs about 6 % of the overlap. Multiplying the unrounded slopes by 0.33 nm gives $d\ln S/d\ln R\approx-2.16$ for indium and $-2.15$ for zinc: a distance longer by 1 % lowers $S$ by a little over 2 %. By the scaling law, an exponent larger by 1 % does the same.

This also shows how much the assumption of equal distances matters. Two zinc atoms at 0.32 nm have an overlap of 0.364, against 0.339 for two indium atoms at 0.33 nm. A shift of 0.01 nm outweighs the difference between the elements in this model.

**Short distances.** For small $R$, expand the displaced orbital in powers of the displacement. The first-order term vanishes by symmetry. Integrating the second-order term by parts and averaging over the three equivalent directions gives

$$
S\approx1-\frac{R^2}{6}\int|\nabla\phi|^2d^3r .
$$

For the Slater function, $d\phi/dr=[(n-1)/r-\zeta]\phi$. The gamma integrals give $\langle 1/r\rangle=\zeta/n$ and $\langle1/r^2\rangle=2\zeta^2/[n(2n-1)]$. Therefore

$$
\int|\nabla\phi|^2d^3r=\zeta^2\left[\frac{2(n-1)^2}{n(2n-1)}-\frac{2(n-1)}{n}+1\right]=\frac{\zeta^2}{2n-1}.
$$

The last step holds because, over the common denominator $n(2n-1)$, the numerator $2(n-1)^2-2(n-1)(2n-1)+n(2n-1)$ reduces to $n$. Thus

$$
S\approx1-\frac{p^2}{6(2n-1)} .
$$

The coefficient $\zeta^2/(2n-1)$ is 0.223 for indium and 0.216 for zinc. The two overlaps start to fall at nearly the same rate, with zinc's slightly slower.

**Large distances.** When $p$ is large, the factor $e^{-p\mu}$ confines the integral to $\mu$ near 1. Put $\mu=1+t/p$ and keep two orders:

$$
(\mu^2-\nu^2)^n\approx(1-\nu^2)^n+\frac{2nt}{p}(1-\nu^2)^{n-1}.
$$

Define $B_n=\int_{-1}^1(1-\nu^2)^n d\nu$. Integration by parts gives $B_n=2n(B_{n-1}-B_n)$, so $B_{n-1}/B_n=(2n+1)/(2n)$. Since $\int_0^\infty e^{-t}dt=\int_0^\infty te^{-t}dt=1$,

$$
S\approx\frac{B_n}{2\,\Gamma(2n+1)}\,p^{2n}e^{-p}\left(1+\frac{2n+1}{p}+\dots\right).
$$

The leading law $p^{2n}e^{-p}$ needs $p\gg 2n+1$. For indium at 0.33 nm, $2n+1=9$ while $p=7.8$, so the "correction" exceeds the leading term. The leading law would even predict a slightly rising overlap here, since its logarithmic slope $2n/p-1$ is positive. Neighbouring metal atoms at this distance are not in the tail regime, and a pure exponential $e^{-\zeta R}$ would greatly overstate the sensitivity to distance.

The limit does settle the ranking at very large separation. The ratio $S_{\rm In}/S_{\rm Zn}$ varies there as $R^{0.6}e^{-0.0743R}$, so it tends to zero, and zinc, with the smaller exponent, is ahead there too. The decline is slow: at 0.45 nm the ratio is still 0.977.

## Which charge state should be used?

The neutral atom is not the obvious choice for an oxide. In an ionic picture the metal has given up its valence electrons, and a conduction electron enters an otherwise empty s shell. A second estimate therefore puts a single electron in that shell, as in the free ions In²⁺ and Zn⁺.

Indium then loses two screening companions and zinc loses one. The effective charges rise to 5.70 and 4.70, and the exponents to 1.425 and 1.270. The overlaps at 0.33 nm become

$$
S_{\rm In^{2+}}=0.244,\qquad S_{\rm Zn^{+}}=0.285,\qquad \frac{S_{\rm In^{2+}}}{S_{\rm Zn^{+}}}=0.857 .
$$

Indium's overlap drops by 28 % and zinc's by 17 %, each relative to its neutral-atom value. The exponent of indium grows by 14 % and that of zinc by 8 %, which accounts for the unequal drop. The choice of charge state thus matters far more than the 0.7 % difference found for neutral atoms. In a real oxide the surrounding ions and the sharing of charge with oxygen also reshape the orbital, and neither free-atom choice includes that.

## How far can the Slater functions be trusted?

Slater's rules replace an orbital by one power and one exponential. A better orbital comes from a Hartree–Fock calculation, in which each electron moves in the mean field of the others. The outer s orbital of each free atom or ion was computed in the def2-TZVPP basis and then placed on two centres 0.33 nm apart. Scalar relativistic effects enter through an effective core potential for indium and a one-electron relativistic Hamiltonian for zinc. Electron correlation, spin–orbit coupling and the solid are left out, so this is an improved model and not a final reference. The third digit of the tabulated overlaps is not converged. Larger bases with diffuse functions, or an all-electron treatment of indium, move the neutral-atom values by up to 0.003 and lower those of the ions by about 4 %, to 0.094 and 0.136. The ratios between the elements move by up to about 0.02.

| Species | Slater $S$ | Hartree–Fock $S$ | Slater / HF |
|---|---:|---:|---:|
| In | 0.339 | 0.178 | 1.90 |
| Zn | 0.341 | 0.225 | 1.52 |
| In²⁺ | 0.244 | 0.098 | 2.50 |
| Zn⁺ | 0.285 | 0.142 | 2.01 |

The Slater overlaps are too large by factors of about 1.5 to 2.6 relative to Hartree–Fock, the upper end allowing for the basis shift of In²⁺. The more compact Hartree–Fock orbitals are also more sensitive to distance: near 0.33 nm their overlaps fall by 8 to 9 % per 0.01 nm for the neutral atoms and by 11 to 13 % for the ions, against 6 % for the neutral-atom Slater functions. Orbital size accounts for much of this. From the gamma integrals, the root-mean-square radius of a Slater function is

$$
r_{\rm rms}=\frac{\sqrt{(2n+2)(2n+1)}}{2\zeta},
$$

which is 3.79 bohr for neutral indium and 3.78 bohr for neutral zinc. The Hartree–Fock values are 2.92 and 3.09 bohr.

The scaling law shows what this difference in size implies. Shrinking the indium Slater function by the factor $3.795/2.92=1.30$ is equivalent to keeping it and moving the atoms to $1.30\times0.33\approx0.43$ nm. The overlap formula at that distance gives 0.16. The same argument for zinc, with a factor of 1.22, gives 0.20. Both lie much closer to the Hartree–Fock overlaps than the original 0.34 does. They now fall somewhat below them, so matching the mean size does not remove the whole difference.

Hartree–Fock also separates the two elements more clearly. The indium overlap is 0.79 times that of zinc for neutral atoms and 0.69 times for the ions. The near equality is therefore a property of Slater's rules, not an established fact about the atoms. What the two orbital models share is that indium shows no advantage at equal distance.

## What the overlap does and does not say about the band

The overlap measures how far neighbouring s orbitals share the same region of space. By itself it does not fix the width of the s-type conduction band. Consider two equal orbitals with on-site energy $\alpha$ and Hamiltonian matrix element $\beta$ between them. The even and odd combinations have the energies

$$
E_\pm=\frac{\alpha\pm\beta}{1\pm S},
$$

where $1\pm S$ comes from normalisation. Subtracting them gives

$$
\frac{E_--E_+}{2}=\frac{(\alpha-\beta)(1+S)-(\alpha+\beta)(1-S)}{2(1-S^2)}=\frac{\alpha S-\beta}{1-S^2}.
$$

The splitting thus depends on $\alpha$ and $\beta$ as well as on $S$. For $\beta=\alpha S$ it would even vanish, however large the overlap. In an oxide, the number of metal neighbours, their actual distances and the coupling through oxygen orbitals enter too. A difference in bandwidth or electron mobility between indium and zinc oxides cannot be inferred from these overlaps alone. The full set of values is listed in the numerical output.

## Computed values

```
Distance: 0.33 nm = 6.2361 bohr
In: n = 4.0, screening = 44.00, Z_eff = 5.00
  zeta = 1.2500 1/bohr, p = 7.7951, radial peak = 3.200 bohr
  rms radius = 3.795 bohr, Slater overlap = 0.3388
Zn: n = 3.7, screening = 25.65, Z_eff = 4.35
  zeta = 1.1757 1/bohr, p = 7.3316, radial peak = 3.147 bohr
  rms radius = 3.779 bohr, Slater overlap = 0.3412
In2+: n = 4.0, screening = 43.30, Z_eff = 5.70
  zeta = 1.4250 1/bohr, p = 8.8864, radial peak = 2.807 bohr
  rms radius = 3.329 bohr, Slater overlap = 0.2441
Zn+: n = 3.7, screening = 25.30, Z_eff = 4.70
  zeta = 1.2703 1/bohr, p = 7.9215, radial peak = 2.913 bohr
  rms radius = 3.498 bohr, Slater overlap = 0.2848
In overlap from closed form, n = 4: 0.3388
Terms of the closed-form sum for In (before the factor exp(-p)):
  k = 0: E_8 = 1508.529, term = 1508.529
  k = 1: E_6 = 823.416, term = -1191.285
  k = 2: E_4 = 271.965, term = 717.258
  k = 3: E_2 = 39.177, term = -249.138
  k = 4: E_0 = 1.000, term = 37.568
  exp(-p) = 4.1174e-04
Zn exponent with n = 3: 0.2329; with n = 4: 0.3835
Zn overlap interpolated to n = 3.7: 0.3383
Neutral-atom Slater ratio In/Zn: 0.9929
Ionic Slater ratio In2+/Zn+: 0.8569
Distance dependence (neutral atoms, Slater):
  0.25 nm: In 0.5310, Zn 0.5347, ratio 0.9931
  0.32 nm: In 0.3613, Zn 0.3638, ratio 0.9933
  0.33 nm: In 0.3388, Zn 0.3412, ratio 0.9929
  0.34 nm: In 0.3170, Zn 0.3194, ratio 0.9925
  0.45 nm: In 0.1305, Zn 0.1336, ratio 0.9768
Hartree-Fock orbitals (def2-TZVPP, scalar relativistic):
  In: overlap = 0.178, rms radius = 2.92 bohr, Slater/HF overlap = 1.90
  Zn: overlap = 0.225, rms radius = 3.09 bohr, Slater/HF overlap = 1.52
  In2+: overlap = 0.098, rms radius = 2.57 bohr, Slater/HF overlap = 2.50
  Zn+: overlap = 0.142, rms radius = 2.71 bohr, Slater/HF overlap = 2.01
  ratio In/Zn: 0.792
  ratio In2+/Zn+: 0.689
```
